# Adjoint Optimization of Pulse and Purge Times in Atomic Layer Deposition

A process engineer wants 10 nm of boron nitride on a wafer covered with deep holes, grown from BCl$_3$ and NH$_3$ in alternation. Four valve times must be chosen: a BCl$_3$ pulse, a purge, an NH$_3$ pulse and a second purge. Short pulses leave the hole bottoms unconverted. Short purges let the two gases meet, and the film then grows by more than the self-limited amount per cycle. A cautious recipe of 0.80, 0.70, 0.60 and 0.70 s takes 284 s for the film in the model below; the optimized one takes 177 s. A gradient search for it needs the effect of each valve time on each constraint, which an adjoint calculation supplies.

## One gas, by hand

Take one gas with chamber pressure $p$, feed $q$ (in Pa/s) and pumping time $\tau$ (volume divided by pumping speed). It reacts with the sites of a flat surface, and $u$ is the fraction not yet converted. Neglect the gas consumed by the surface. For a pulse $t_1$ and a purge $t_2$, with $T=t_1+t_2$, $p(0)=0$ and $u(0)=1$,

$$\dot p=q-\frac p\tau\ \text{(pulse)},\qquad \dot p=-\frac p\tau\ \text{(purge)},\qquad \frac{d\ln u}{dt}=-ap .$$

**Direct answer.** Integrating the pressure equation over both phases gives $p(T)=qt_1-\frac1\tau\int_0^T p\,dt$, so

$$\ln u(T)=-a\int_0^Tp\,dt=-a\tau\,[\,qt_1-p(T)\,],\qquad p(T)=q\tau(1-e^{-t_1/\tau})e^{-t_2/\tau}.$$

Since $\partial p(T)/\partial t_1=q\,e^{-T/\tau}$ and $\partial p(T)/\partial t_2=-p(T)/\tau$,

$$\frac{\partial\ln u}{\partial t_1}=-aq\tau\,(1-e^{-T/\tau}),\qquad \frac{\partial\ln u}{\partial t_2}=-a\,p(T).$$

**Adjoint answer.** Let $\lambda(t)$ be the change of $\ln u(T)$ per unit of pressure added at time $t$. During $dt$ the added pressure contributes $-a\,dt$ and shrinks by the factor $1-dt/\tau$, so $\lambda(t)=-a\,dt+(1-dt/\tau)\lambda(t+dt)$. Hence

$$\dot\lambda=\frac\lambda\tau+a,\quad \lambda(T)=0\quad\Rightarrow\quad \lambda=-a\tau(1-E),\quad E=e^{-(T-t)/\tau}.$$

Form $H=\lambda\dot p-ap$, the rate of each variable weighted by its influence on the result. In the purge,

$$H=ap(1-E)-ap=-apE=-a\,p(T),$$

because $p(t)E=p(T)$ there. In the pulse, with $p=q\tau(1-e^{-t/\tau})$,

$$H=-aq\tau(1-E)+ap(1-E)-ap=-aq\tau(1-E)-apE=-aq\tau(1-Ee^{-t/\tau})=-aq\tau(1-e^{-T/\tau}).$$

In each phase $H$ is constant and equals the derivative with respect to that phase's duration. One backward solution has delivered both derivatives.

## Two purges, by hand

Let the overlap be $X=X_A+X_B$. The part $X_A$, from leftover A, decays with the first purge as $e^{-t_2/\tau_A}$; $X_B$, from leftover B, decays with the last purge as $e^{-t_4/\tau_B}$. Minimize $t_2+t_4$ at fixed $X$. Setting the derivatives of $t_2+t_4+\mu\ln X$ to zero gives

$$1=\mu\frac{X_A}{X\tau_A}=\mu\frac{X_B}{X\tau_B}.$$

Thus $X_i=X\tau_i/\mu$, and summing gives $\mu=\tau_A+\tau_B$. The gas that leaves more slowly receives the larger share of the overlap. For equal pumping times the shares are equal and $\mu=2\tau$: relaxing the limit by a small relative amount $\epsilon$ saves $2\tau\epsilon$ of cycle time.

## The full model

The chamber is well mixed and isothermal. The half-cycles are thermal: no plasma is on, and radicals would need further species and wall-loss terms. Let $\theta$ be the fraction of sites terminated by A (BCl$_3$). A reacts with the fraction $\phi_A=1-\theta$, and B (NH$_3$) with $\phi_B=\theta$. Each reaction uses one molecule and is irreversible.

The molecular flux onto a wall is $pv/(4kT_g)$, with mean speed $v$ and gas temperature $T_g$. With sticking probability $s$ and site density $N_s$, the reaction rate per site is

$$R_i=a_ip_ig_i\phi_i,\qquad a_i=\frac{s_iv_i}{4kT_gN_s},\qquad \dot\theta=R_A-R_B .$$

Here $g_i$ is the local gas density relative to the chamber: $g_i=1$ on the flat top, and $g_i<1$ in a hole of diameter $d$ and depth $L$. Molecules in the hole collide mainly with its walls, so their diffusion coefficient is $D=dv/3$. Balancing diffusion through the cross-section $\pi d^2/4$ against loss on the perimeter $\pi d$ gives

$$\frac{\pi d^2}{4}D\frac{d^2n}{dz^2}=\pi d\,\frac v4s\phi n\quad\Rightarrow\quad\frac{d^2n}{dz^2}=\frac{3s\phi}{d^2}n .$$

With $\zeta=z/L$ and primes for $d/d\zeta$,

$$g_i''=h_i^2\phi_ig_i,\quad h_i^2=3s_i(L/d)^2,\quad g_i(0)=1,\quad g_i'(1)=0 .$$

The time derivative of the hole gas is dropped, because the diffusion time $L^2/D$ is 1.9 µs for BCl$_3$ while the valve times are tenths of a second. The reaction of the small bottom disc is neglected, and so is the entrance resistance of the hole, since $g_i(0)=1$. For the recipe below, the two together raise the bottom fractions missed by A and B from 1.00% to about 1.08% and 1.04%, worth roughly 6 ms of BCl$_3$ pulse. For flat area $A_0$ and total hole-wall area $A_h$, the chamber balance is

$$\dot p_i=q_i-\frac{p_i}\tau-\frac{kT_gN_s}{V}\Big[A_0R_{i0}+A_h\int_0^1R_i\,d\zeta\Big],$$

where the subscript 0 marks the flat top and $q_i$ is nonzero in that gas's own pulse.

**Measuring overlap.** Call pulse A and its purge the A half, and the rest the B half. Define, on the flat top,

$$X=\int_{A\,\text{half}}R_B\,dt+\int_{B\,\text{half}}R_A\,dt .$$

Growth per cycle, in site layers, is $G=\int R_A\,dt$ over both halves. The coverage swing in the A half is $\Delta\theta=\int_{A\,\text{half}}(R_A-R_B)\,dt$. Replacing $\int_{A\,\text{half}}R_A\,dt$ by $\Delta\theta+\int_{A\,\text{half}}R_B\,dt$ gives $G=\Delta\theta+X$. So $X$ is the growth beyond the self-limited swing, and no separate rate constant is needed for parasitic growth by these surface reactions.

The three constrained quantities $J_j$ are the bottom fraction missed by A, $1-\theta(1)$ at the end of the A half; the bottom fraction missed by B, $\theta(1)$ at the end of the cycle; and $X$. Each may be at most 0.01.

## The general gradient

Collect pressures and coverages in a state $x$ with $\dot x=f_k(x)$ in phase $k$. Let $J$ be a sampled quantity $S(x)$ at a phase end, or an integral $\int\ell_k(x)\,dt$. Scaling the time in each phase to $0<\sigma<1$ turns a changed duration into a changed coefficient:

$$\frac{dx}{d\sigma}=t_kf_k,\qquad \frac{d\,\delta x}{d\sigma}=\delta t_k\,f_k+t_k\frac{\partial f_k}{\partial x}\delta x .$$

Choose $\lambda$ to satisfy

$$\dot\lambda=-\Big(\frac{\partial f_k}{\partial x}\Big)^{T}\lambda-\frac{\partial\ell_k}{\partial x}.$$

In $d(\lambda\cdot\delta x)/d\sigma$ the terms with $\partial f_k/\partial x$ then cancel:

$$\frac{d(\lambda\cdot\delta x)}{d\sigma}=\delta t_k\,\lambda\cdot f_k-t_k\frac{\partial\ell_k}{\partial x}\cdot\delta x .$$

Integrate over each phase and add the phases. Where $S$ is sampled, let $\lambda$ just before exceed $\lambda$ just after by $\partial S/\partial x$; the interface terms then add up to $\delta S$. In steady production the cycle repeats, so $\delta x$ is equal at start and end. Making $\lambda$ periodic, apart from that jump, cancels the outer terms. Adding the explicit variation $\delta t_k\int\ell_k\,d\sigma$ leaves

$$\frac{\partial J}{\partial t_k}=\int_0^1H_k\,d\sigma,\qquad H_k=\lambda\cdot f_k+\ell_k .$$

Neither $f_k$ nor $\ell_k$ depends explicitly on time, so

$$\dot H_k=\dot\lambda\cdot f_k+\lambda\cdot\frac{\partial f_k}{\partial x}f_k+\frac{\partial\ell_k}{\partial x}\cdot f_k=0 .$$

Therefore $\partial J/\partial t_k=H_k$ at any instant of the phase. A feed ramped within the phase would break the constancy.

**The surface part.** Let $\sigma_A=1$ and $\sigma_B=-1$, so that $\delta\phi_i=-\sigma_i\delta\theta$. Collecting everything that multiplies $R_i$ in $H$ gives the weights

$$W_i=\sigma_i\lambda_\theta-\frac{kT_gN_sA_h}{V}\lambda_i,\qquad W_{i0}=\sigma_i\lambda_0-\frac{kT_gN_sA_0}{V}\lambda_i+\chi_i ,$$

where $\lambda_i$, $\lambda_0$ and $\lambda_\theta(\zeta)$ belong to $p_i$, the top and the hole wall. For $J=X$, $\chi_i=1$ when gas $i$ is in the wrong half; otherwise $\chi_i=0$.

A coverage change also alters the gas elsewhere in the hole:

$$-\delta g_i''+h_i^2\phi_i\delta g_i=-h_i^2g_i\delta\phi_i,\qquad \delta g_i(0)=\delta g_i'(1)=0 .$$

To avoid solving this for every possible $\delta\theta$, introduce one field $m_i$:

$$-m_i''+h_i^2\phi_im_i=W_i\phi_i,\qquad m_i(0)=m_i'(1)=0 .$$

Two integrations by parts, whose boundary terms vanish, give

$$\int W_i\phi_i\,\delta g_i\,d\zeta=\int m_i(-\delta g_i''+h_i^2\phi_i\delta g_i)\,d\zeta=-h_i^2\int m_ig_i\,\delta\phi_i\,d\zeta .$$

Adding the direct change $\int W_ig_i\delta\phi_i\,d\zeta$, inserting $\delta\phi_i=-\sigma_i\delta\theta$ and using $\dot\lambda=-\partial H/\partial x$ yields

$$\dot\lambda_\theta=\sum_i\sigma_ia_ip_ig_i(W_i-h_i^2m_i),\qquad \dot\lambda_0=\sum_i\sigma_ia_ip_iW_{i0},$$

$$\dot\lambda_i=\frac{\lambda_i}\tau-a_i\Big[W_{i0}\phi_{i0}+\int_0^1W_ig_i\phi_i\,d\zeta\Big].$$

The term $h_i^2m_i$ is the shadowing effect: an open site lowers the gas density elsewhere in the hole and so takes gas from other sites.

**Closing the cycle.** Let $\Phi(x_0,t)$ be the state after one cycle started from $x_0$. Periodicity, $x_0=\Phi$, gives $\delta x_0=(I-\Phi_x)^{-1}\Phi_t\,\delta t$, hence

$$\frac{dJ}{dt}=J_t+J_x(I-\Phi_x)^{-1}\Phi_t .$$

Subscripts denote derivatives at fixed values of the other argument. Backward sweeps started from unit vectors at the end of the cycle supply $\Phi_x$ and $\Phi_t$; they can run together with the sweeps for the three $J_j$.

This closure carries the benefit of the last purge. In a trial recipe of 0.40, 0.25, 0.25 and 0.20 s, the derivative of $\ln X$ with respect to the last purge is $-8.38$ s$^{-1}$. With the starting state frozen it is 0.001 s$^{-1}$, because leftover NH$_3$ does its damage in the next cycle.

## The algorithm

1. Repeat the cycle at given $t_k$ until its state is periodic.
2. Sweep backward and form $G_{jk}=\partial\ln J_j/\partial t_k$. Logarithms suit the missed fractions, which near saturation fall almost exponentially with the length of their own pulse. The overlap follows an exponential less closely, since each purge reduces mainly one of its two parts.
3. Take a sequential quadratic programming step: minimize a quadratic model of the Lagrangian subject to $\ln J_j+\sum_kG_{jk}\Delta t_k\le\ln J_j^{\max}$, then update the curvature from the new gradients.
4. Stop when the constraints hold and, with all three active, multipliers $\mu_j\ge0$ satisfy
$$1=-\sum_j\mu_jG_{jk}\quad\text{for all }k .$$

Multiplying the last equation by $\delta t_k$ and summing gives $\delta T=-\sum_j\mu_j\,\delta\ln J_j$. Each $\mu_j$ is thus the cycle time saved per unit increase of the logarithm of its limit. These are first-order conditions, and they do not establish a global minimum.

In the calculation the hole has 10 cells, with the bottom represented by the deepest. Each phase has 48 fourth-order Runge–Kutta steps, and the backward sweep transposes these steps. For the trial recipe, the gradients agree with finite differences of settled cycles within $2.3\times10^{-4}$ s$^{-1}$. The Hamiltonians at both ends of every phase agree with the gradients within $2.8\times10^{-5}$ of the largest entry for the same $J_j$.

## The boron nitride recipe

The wafer is 300 mm across, and 3% of its area is holes 100 nm wide and 5000 nm deep. The temperature is 900 K and $\tau=0.100$ s. Sticking probabilities of $5\times10^{-4}$ for BCl$_3$ and $2\times10^{-4}$ for NH$_3$ give $h_A^2=3(5\times10^{-4})(50)^2=3.75$ and $h_B^2=1.5$. Seven iterations lead to

| | BCl$_3$ pulse | purge | NH$_3$ pulse | purge |
|---|---|---|---|---|
| time (s) | 0.660 | 0.364 | 0.336 | 0.379 |
| $\partial\ln(\text{missed by A})/\partial t_k$ (s$^{-1}$) | −13.14 | −0.286 | 1.067 | −0.123 |
| $\partial\ln(\text{missed by B})/\partial t_k$ (s$^{-1}$) | 0.408 | −0.129 | −22.93 | −0.352 |
| $\partial\ln X/\partial t_k$ (s$^{-1}$) | 0.796 | −5.061 | 2.257 | −5.059 |

The cycle lasts 1.738 s and all three limits are reached. The multipliers are 0.0897, 0.0666 and 0.1908 s. For the first purge, the optimality condition reads

$$0.0897(0.286)+0.0666(0.129)+0.1908(5.061)=0.026+0.009+0.966\approx1 .$$

The hand results explain much of the table. For BCl$_3$, $aq\tau=13.54$ s$^{-1}$, close to the pulse derivative of 13.14 in magnitude. At the end of the first purge its pressure is 0.00275 Torr, against 0.1252 Torr for an unlimited pulse without uptake. The one-gas purge formula then gives $-13.54(0.00275/0.1252)=-0.297$ s$^{-1}$, near the computed $-0.286$.

Leftover BCl$_3$ and NH$_3$ each cause 0.0050 layer of overlap, as the two-purge rule predicts, and $\mu_X$ is near $2\tau=0.200$ s. Solving again with slightly changed overlap limits, at fixed last purge, gives 0.191 s for this multiplier.

Longer pulses increase the overlap. The NH$_3$ pressure ends its pulse at 0.158 Torr, below its ceiling of 0.209 Torr, so a longer pulse can hand the purge more gas. This is about half of the effect. Per second of extra NH$_3$ pulse, the logarithm of the pressure at the pulse end rises by 2.2, but that of the pressure left after the purge rises by 4.7, because fewer open sites remain to take up NH$_3$ during the purge. The half of $X$ caused by leftover NH$_3$ follows the latter figure, and this gives the table entry near 2.26.

Three active constraints leave one free direction among four times. Moving the last purge by −20 or +20 ms and restoring the constraints with the other times lengthens the cycle by 5.2 or 3.4 ms, as a local minimum requires.

A separate calculation with time-dependent hole gas and 20 cells, taken in the second cycle after a start with an empty chamber and a fully NH$_3$-terminated surface, reproduces all three constrained quantities within 0.07%. It shares the boundary conditions at the mouth and bottom of the hole, so it does not test them. It gives top growth $1.0035=0.9935+0.0100$ layer, the swing plus the overlap. The growth per cycle is 0.0985 nm at an assumed density of 2.1 g/cm$^3$. Thus 10 nm on the flat top needs $10/0.0985\approx102$ cycles, or 177 s. At the bottom of a fresh hole the swing is 0.98 layer and the overlap 0.004 layer, so growth there is about 2% slower. The 284 s of the cautious recipe assumes the same growth per cycle.

## Beside a real reactor

BCl$_3$ and NH$_3$ are real precursors for boron nitride, but the sticking probabilities, site density and reactor data here are rough typical values. The model does not predict whether the film is crystalline hBN. With the optimal times held fixed, reactive hot walls of 0.084 m$^2$ raise the missed fractions to 1.46% and 1.50%. Dividing the logarithms of their ratios to the 1% limit by the pulse derivatives suggests about $0.38/13.1=0.03$ s more BCl$_3$ and $0.41/22.9=0.02$ s more NH$_3$. After 50 cycles the holes have narrowed to 90 nm, and the fraction missed by A is 1.24%. The overlap, at 0.011 layer, also exceeds its limit. Near 10 nm of film, with holes 80 nm wide, the two reach about 1.8% and 0.012 layer; optimizing afresh gives cycles of 1.77 s at 90 nm and 1.83 s at 80 nm. The 177 s recipe thus meets the 1% limits only in the fresh hole; keeping them throughout would require a longer cycle as the holes narrow. Valves and cold corners can be worse for purging. If 1% of the NH$_3$ inventory escapes with a time constant of 1 s, the amount still to be released after the last purge is $0.01\,e^{0.379/0.100-0.379/1}\approx0.30$ of an NH$_3$ tail that decays by pumping alone, and much of it comes out during the next BCl$_3$ half. There it meets a surface already covered by A, so it does more harm per molecule than the main tail: added to the model, it raises the overlap from leftover NH$_3$ by 50–60% and $X$ to about 0.013 layer. Across the chamber gap the gas is fairly well mixed: a rough hard-sphere estimate gives 0.14 for the ratio of maximum BCl$_3$ uptake to diffusion. Along the wafer, diffusion alone does not mix the gas: crossing the 15 cm radius takes a few tenths of a second, longer than $\tau$, and BCl$_3$ is depleted over about 4–6 cm on a fresh surface. The well-mixed model therefore applies only to a feed spread evenly over the wafer, as from a showerhead, and not to cross-flow.

At least three omissions need chemical data. The reactions release HCl, which is not tracked here; its readsorption or back-reaction could slow the conversion. When the gases are switched, the leftover BCl$_3$ and NH$_3$ amount to 1.2% and 1.4% of all surface sites, so efficient gas-phase reactions could matter at the 1% level. Desorption at rate $\nu e^{-E_b/kT_g}$, with $\nu=10^{13}$ s$^{-1}$, stays below 1% in the first purge if the binding energy $E_b$ exceeds $kT_g\ln(\nu t_2/0.01)=2.6$ eV. This loss adds to the 1% of sites already unconverted, so at 2.6 eV the recipe would miss its limit. Desorption would then have to enter $f_k$ and its adjoint. The remaining figures are in the numerical output.

## Table of computed values

```
Temperature 900 K; total pressure 0.50 Torr
Hole diameter 100 nm; depth 5000 nm; open fraction 0.03
Volume 1.0 L; pump speed 10.0 L/s; residence time 0.100 s
Flows BCl3, NH3 (sccm): 30  50
Sticking probabilities BCl3, NH3: 0.00050  0.00020
Site density 5.0 per nm2; wafer area 0.0707 m2
Total reactive area 0.493 m2
Mean speeds BCl3, NH3 (m/s): 403.3  1057.8
Pressures without uptake BCl3, NH3 (Torr): 0.1252  0.2087
Flat-surface rates at these pressures (1/s): 13.54  23.68
Hole numbers h^2 = 3 s (L/d)^2: 3.750  1.500
Order of measures: bottom missed by A, missed by B, overlap
Order of times: pulse A, purge, pulse B, purge
Trial recipe (s): 0.40  0.25  0.25  0.20
Trial measures (site fraction or layer): 0.18013  0.04452  0.02811
Adjoint minus finite difference, largest (1/s): 2.3e-04
Hamiltonian minus gradient, largest relative to row: 2.8e-05
Trial d ln overlap/d last purge, periodic (1/s): -8.382
Same with frozen start state (1/s): 0.001
First guess (s): 0.80  0.70  0.60  0.70; cycle 2.80 s
First-guess measures: 1.54e-03  1.93e-05  4.91e-04
Limits of the measures: 0.010  0.010  0.010
Optimal times (s): 0.6596  0.3639  0.3358  0.3788
Optimal cycle time 1.7382 s; optimizer iterations 7
Optimal measures: 0.010000  0.010000  0.010000
d ln(missed by A)/dt (1/s): -13.138  -0.286  1.067  -0.123
d ln(missed by B)/dt (1/s): 0.408  -0.129  -22.934  -0.352
d ln(overlap)/dt (1/s): 0.796  -5.061  2.257  -5.059
Multipliers (s per unit log limit): 0.0897  0.0666  0.1908
KKT residual 5.5e-12; overlap multiplier by re-solving 0.1911 s
Cycle-time rise for last purge -0.02, +0.02 s (ms): 5.177  3.407
Overlap from leftover BCl3 0.00502, leftover NH3 0.00498 layer
BCl3 at end of pulse A 0.1120, when B starts 0.002747 Torr
NH3 at end of pulse B 0.1578, when A starts 0.003160 Torr
Transient finer-grid measures: 0.010002  0.010001  0.009993
Largest relative difference from them 0.0007
Overlap at hole bottom 0.003952 layer
Top growth 1.00353 = coverage swing 0.99354 + overlap 0.00999 layer
Growth per cycle 0.0985 nm at assumed density 2.1 g/cm3
Time for 10 nm: 177 s; first guess 284 s
Neglected effects:
BCl3 diffusion time in hole 1.86 us
Mean free path 262 um; Knudsen number 2622
Hole-mouth resistance / hole resistance 0.0133
Chamber gap 14.1 mm; mixing number (uptake/diffusion) 0.141
Measures with 0.084 m2 reactive hot wall: 0.01462  0.01502  0.00785
Measures after 50 cycles, hole 90.2 nm: 0.01242  0.00952  0.01109
Extra NH3 dose from 1% dead volume, 1 s release / main tail: 0.30
Leftover gas / all sites: BCl3 0.01197, NH3 0.01376
Binding for <1% desorption in first purge, 1e13 1/s prefactor: 2.60 eV
```
